# Mesh error of a discretized Berry phase and its cubic link term

The electronic polarization of a ferroelectric crystal is computed from a Berry phase, and the Berry phase from overlaps between states on a finite mesh of wave vectors. This problem asks how fast the mesh result approaches the continuum, and which property of the band sets the error.

**Setting.** Let $|u(k)\rangle$ be the normalized cell-periodic state of one band on a closed line of length $G$ in $k$. The band is separated from all others by a gap, and $H(k)$ is smooth, so the projector $P(k)=|u\rangle\langle u|$ is smooth too. Orbitals sit at their true positions $x$, so that $u=e^{-ikx}\psi$ and $P(k+G)=VP(k)V^\dagger$ with the constant matrix $V=e^{-iGx}$. Primes denote $d/dk$, and the connection is $A=i\langle u|u'\rangle$, which is real because $\langle u|u\rangle=1$. In a smooth gauge on $[0,G]$ the Berry phase, defined modulo $2\pi$, is

$$\phi=\int_0^G A\,dk-\arg\langle u(G)|Vu(0)\rangle .$$

With $h=G/N$, $k_j=jh$ and last state $u_N=Vu_0$, the mesh version is

$$\phi_N=-\mathrm{Im}\ln\prod_{j=0}^{N-1}\langle u_j|u_{j+1}\rangle .$$

It requires that no overlap vanish, which holds for small enough $h$. The algebra uses atomic units.

## (a) One link

*Expand the phase of one link about its midpoint $m$ to third order in $h$. Which part of the cubic term is gauge invariant?*

**Solution.** Define $L(h)=\mathrm{Im}\ln\langle u(m-\tfrac h2)|u(m+\tfrac h2)\rangle$. Replacing $h$ by $-h$ exchanges the two states and conjugates the overlap, so $L$ is odd in $h$. To first order,

$$\langle u-\tfrac h2u'|u+\tfrac h2u'\rangle=1+\tfrac h2\left(\langle u|u'\rangle-\langle u'|u\rangle\right)=1+h\langle u|u'\rangle=1-ihA,$$

because normalization gives $\langle u'|u\rangle=-\langle u|u'\rangle$. Hence

$$L=-hA(m)+h^3C(m)+O(h^5).$$

A gauge change $u\to e^{i\theta}u$ sends $A$ to $A-\theta'$ and adds to $L$

$$\theta(m+\tfrac h2)-\theta(m-\tfrac h2)=h\theta'+\frac{h^3}{24}\theta'''+O(h^5).$$

The linear part is accounted for by the change of $A$. The cubic part gives $C\to C+\theta'''/24$, so $C$ alone depends on the gauge. Since $A''\to A''-\theta'''$, the combination

$$T=C+\frac{A''}{24}$$

does not. Its meaning follows from the integral of $A$ over the link,

$$\int_{m-h/2}^{m+h/2}A\,dk=hA(m)+\frac{h^3}{24}A''(m)+O(h^5),$$

which turns the expansion into

$$L=-\int_{\rm link}A\,dk+h^3T(m)+O(h^5).\tag{1}$$

So $h^3T$ is the amount by which the link phase misses the continuum phase of the same segment.

## (b) The cubic term

*Express $T$ through the states, and then through the projector alone.*

**Solution.** Because $T$ is gauge invariant, any gauge may be used. On an open segment the choice $\theta'=A$ makes the new connection zero. In this parallel-transport gauge $\langle u|u'\rangle=0$ throughout the segment. Differentiating once and twice gives

$$\langle u|u''\rangle=-\langle u'|u'\rangle,\qquad \langle u|u'''\rangle=-\langle u'|u'\rangle'-\langle u'|u''\rangle .$$

The first is real, and so is the first term of the second. Now expand from the left end $k$ of the link:

$$\langle u(k)|u(k+h)\rangle=1+\frac{h^2}{2}\langle u|u''\rangle+\frac{h^3}{6}\langle u|u'''\rangle+O(h^4).$$

The deviation from 1 is $O(h^2)$, so its square affects the logarithm only at $O(h^4)$, and

$$L=-\frac{h^3}{6}\,\mathrm{Im}\langle u'|u''\rangle+O(h^4).$$

Moving the point of evaluation from $k$ to $m$ changes this at $O(h^4)$. Comparison with (1) at $A=0$ gives $T=-K/6$ with $K=\mathrm{Im}\langle u'|u''\rangle$ in this gauge.

To return to a general gauge, let $D=d/dk+iA$. Then

$$\left(\frac{d}{dk}+iA-i\theta'\right)e^{i\theta}u=e^{i\theta}Du,$$

so $Du$ and $D^2u$ acquire the same phase as $u$, and $\langle Du|D^2u\rangle$ is invariant. It reduces to $\langle u'|u''\rangle$ when $A=0$.

For the projector form, stay in the parallel gauge. From $P'=|u'\rangle\langle u|+|u\rangle\langle u'|$ we get $\langle u|P'=\langle u'|$. From $P''=|u''\rangle\langle u|+2|u'\rangle\langle u'|+|u\rangle\langle u''|$ we get $P''|u\rangle=|u''\rangle+|u\rangle\langle u''|u\rangle$. The last term is orthogonal to $u'$, so $\mathrm{Tr}[PP'P'']=\langle u|P'P''|u\rangle=\langle u'|u''\rangle$. Therefore

$$T=-\frac K6,\qquad K=\mathrm{Im}\langle Du|D^2u\rangle=\mathrm{Im}\,\mathrm{Tr}[PP'P''].\tag{2}$$

## (c) The closed line

*Sum the links and find the leading error of $\phi_N$.*

**Solution.** Since $Vu_0$ equals $u(G)$ up to a phase, the last link factorizes:

$$\langle u_{N-1}|Vu_0\rangle=\langle u_{N-1}|u(G)\rangle\langle u(G)|Vu_0\rangle .$$

The second factor supplies the closing phase in the definition of $\phi$. The link integrals of $A$ in (1) join without gaps into $\int_0^GA\,dk$, so no quadrature error of $A$ appears. What remains, modulo $2\pi$, is

$$\phi_N=\phi-h^3\sum_jT(m_j)+N\,O(h^5)=\phi+\frac{h^2}{6}\,h\sum_jK(m_j)+O(h^4).$$

$K$ is periodic because the constant $V$ drops out of the trace. The midpoint sum therefore differs from $\oint K\,dk$ by at most $O(h^2)$, and

$$\phi_N=\phi+\frac{h^2}{6}\oint K\,dk+O(h^4).\tag{3}$$

The leading error is quadratic if $\oint K\,dk\neq0$. Halving the spacing divides the quadratic term by 4, so $(4\phi_{2N}-\phi_N)/3$ cancels it and leaves $O(h^4)$. The two phases must be taken on the same $2\pi$ branch.

## (d) Geometry and exceptions

*Interpret $K$ for two bands. Which symmetries remove the quadratic error?*

**Solution.** Write $P=(1+\mathbf n\cdot\boldsymbol\sigma)/2$ with a unit vector $\mathbf n$. Then

$$\mathrm{Tr}[PP'P'']=\frac18\left[2\,\mathbf n'\cdot\mathbf n''+2i\,\mathbf n\cdot(\mathbf n'\times\mathbf n'')\right],\qquad K=\frac14\,\mathbf n\cdot(\mathbf n'\times\mathbf n'').\tag{4}$$

$K$ vanishes when $\mathbf n$ moves on a great circle, since the three vectors are then coplanar. In that case a link has no error at all, provided $\mathbf n$ turns by less than $\pi$ between its ends. A constant rotation brings the states to the real form $(\cos\frac\chi2,\sin\frac\chi2)$, where $A=0$ and the overlap $\cos\frac{\Delta\chi}2$ is positive for $|\Delta\chi|<\pi$. Each link thus carries the phase of the shorter great-circle arc between its ends. The mesh replaces the path of $\mathbf n$ by a polygon of such arcs, and the error comes from the area between the two.

For any number of bands, inversion gives $P(-k)=IP(k)I^\dagger$ with constant $I$. One derivative changes sign under $k\to-k$ and two do not, so $K(-k)=-K(k)$ and the integral vanishes. Spinless time reversal gives $P(-k)=P(k)^*$. The trace then becomes minus its conjugate, whose imaginary part is unchanged, so $K(-k)=K(k)$ and a quadratic error is allowed. With both symmetries $K$ is odd and even, hence zero at every $k$. In a three-band model with inversion but no time reversal, $K$ was odd and reached $8\times10^{-4}$ in dimensionless units, so it need not vanish pointwise.

## (e) A polar chain

*Find $K$ for the lower band of a chain with site A at $0$ (energy $\Delta>0$) and site B at $d$ (energy $-\Delta$). The hopping is $t_1$ across $d$ and $t_2$ across $b=a-d$, where $a$ is the cell length. Check the limit $t_2=0$.*

**Solution.** The off-diagonal element is $f=t_1e^{ikd}+t_2e^{-ikb}$, so $H=\mathbf h\cdot\boldsymbol\sigma$ with $\mathbf h=(\mathrm{Re}f,-\mathrm{Im}f,\Delta)$ and energies $\pm\varepsilon$, where

$$\varepsilon^2=\Delta^2+t_1^2+t_2^2+2t_1t_2\cos ka .$$

The lower band has $\mathbf n=-\mathbf h/\varepsilon$. Derivatives of $1/\varepsilon$ multiply vectors already present in the triple product and drop out, so $K=-\mathbf h\cdot(\mathbf h'\times\mathbf h'')/4\varepsilon^3$. Only the $z$ component of the cross product is nonzero, and it equals $-\mathrm{Im}(f'^*f'')$. With

$$f'=i(dt_1e^{ikd}-bt_2e^{-ikb}),\qquad f''=-(d^2t_1e^{ikd}+b^2t_2e^{-ikb}),$$

multiplication gives

$$K=\frac{\Delta}{4\varepsilon^3}\left[d^3t_1^2-b^3t_2^2+db(b-d)\,t_1t_2\cos ka\right].\tag{5}$$

It vanishes for $\Delta=0$ (a great circle) and for $t_1=t_2$, $d=b$ (inversion with time reversal).

For $t_2=0$ the cells are separate molecules with fixed site weights $w_A$ and $w_B$. The overlap is the average $\langle e^{-ihx}\rangle=w_A+w_Be^{-ihd}$. The cubic term of its logarithm is $(-ih)^3\kappa_3/6=ih^3\kappa_3/6$, where $\kappa_3$ is the third cumulant of position. So $T=\kappa_3/6$ and $K=-\kappa_3$: here the mesh error measures the skewness of the electron's distribution. For two sites $\kappa_3=w_Aw_B(w_A-w_B)d^3$. With $w_Aw_B=t_1^2/4\varepsilon^2$ and $w_A-w_B=-\Delta/\varepsilon$ this gives $K=\Delta t_1^2d^3/4\varepsilon^3$, in agreement with (5).

This limit also shows that a nonzero quadratic error is the general case within this family. In the connected region $\Delta>0$ of this family, $\oint K\,dk$ is a real-analytic function of the parameters and is not identically zero. Its zeros therefore have measure zero. Five random three-band models without symmetry also had nonzero integrals, with $|\oint K\,dk|$ between 0.48 and 1.00 of $\oint|K|\,dk$.

## (f) Numbers

*Take $a=5$ Å, $d=2.25$ Å, $\Delta=2.5$ eV, $t_1=2$ eV, $t_2=1$ eV and an area $S=6.25$ Å$^2$ per chain. Two electrons fill the lower band, and a core of charge $+2$ sits on A. Find the polarization and its mesh error.*

**Solution.** First, one link. At $k=0.37$ Å$^{-1}$, (5) gives $K=0.446$ Å$^3$, so $T=-0.0743$ Å$^3$. The numerical link defect is $-0.0743$ Å$^3$ both in a simple gauge and after multiplication of the states by $e^{0.8i\sin ka}$. The bare coefficient $C$ changes from $-0.046$ to $1.102$ Å$^3$.

The phase fixes the electrons' mean position. A Wannier function is a $k$-average of $e^{ikx}u$; writing $xe^{ikx}=-i\,d(e^{ikx})/dk$ and integrating by parts gives the centre $\bar x=a\phi/2\pi$. The continuum phase $\phi=2.6134$ puts it at $2.080$ Å. Open chains of 20 and 30 cells give the same centre from the difference of their summed electron positions.

The nonpolar chain ($t_1=t_2$, $d=b$) has inversion symmetry about each site, which allows a centre at $0$ or at $a/2$. For vanishing hopping the lower band sits on B, at $a/2$. The gap stays open for $\Delta>0$ as the hopping is turned on, so the centre remains there. The polarization relative to it is

$$P_{\rm pol}=\frac{2(a/2-\bar x)}{aS}=\frac2S\,\frac{\pi-\phi}{2\pi}.$$

The quantum $2/S$ is 512.7 µC/cm$^2$, so $P_{\rm pol}=512.7\times0.5282/6.2832=43.1$ µC/cm$^2$ (0.431 C/m$^2$). The branch is fixed by following the chain from one polar state to the other through the nonpolar one; the gap stays at or above 5.0 eV on that path. A rigid anion, carrying both electrons fully on B through the shift of 0.25 Å, would give $512.7\times0.25/5=25.6$ µC/cm$^2$. (The same shift in the chain with equal hoppings $t_1=t_2=\sqrt2$ eV gives 23.1 µC/cm$^2$, because part of the weight stays on A.) The rest comes from electron weight on A, mostly across the short bond.

The integral is $\oint K\,dk=0.5455$ Å$^2$, so the coefficient of $h^2$ is $0.0909$ Å$^2$. For $N=8$, $h=0.1571$ Å$^{-1}$ and

$$\phi_8-\phi\approx0.0909\times0.02467=0.00224,\qquad \delta P_{\rm pol}\approx-\frac{512.7}{2\pi}\times0.00224=-0.183\ \mu\mathrm{C/cm^2}.$$

The mesh sum gives $-0.184$ µC/cm$^2$, or 0.4% of the polarization.

| $N$ | actual error (µC/cm$^2$) | from (3) |
|---|---|---|
| 4 | −0.745 | −0.732 |
| 8 | −0.184 | −0.183 |
| 16 | −0.0458 | −0.0458 |

Combining $N=8$ and $16$ as in (c) leaves an error of 0.0002 µC/cm$^2$. On finer meshes the observed orders are 2.000 for the plain sum and 4.000 for the combination. For an error below 0.01 µC/cm$^2$, (3) requires $N>8\sqrt{0.183/0.01}=34.2$, hence 35 points, and the actual sums also need 35.

The orbital positions matter. If both sites are placed at the origin while the hoppings are kept, then $d=0$, $b=a$, and (5) becomes $K=-\Delta a^3t_2^2/4\varepsilon^3$. The coefficient of $h^2$ changes to $-0.492$ Å$^2$, over five times larger in size and of opposite sign. The Berry phase changes as well, by $-d\oint w_B\,dk$ with $d=2.25$ Å, and this part must be restored to obtain the polarization.

## (g) Hafnia capacitors

*How does the mesh error compare with what the chain leaves out?*

**Solution.** The parameters are round values in the regime of ferroelectric hafnia: a cell edge near 5 Å, a gap of roughly 5 to 6 eV (here 5.4 eV), films about 10 nm thick and fields of a few MV/cm. Measured remanent polarizations are very roughly 20 µC/cm$^2$, about half the model's 43. The chain assumes one crystal with its polar axis along the field, and polycrystalline films break this assumption. If the grain axes are random and each grain can only reverse along one fixed axis, the average of $\cos\vartheta$ over a hemisphere is $1/2$, which leaves about 22 µC/cm$^2$. If the polar axis could instead reorient among the three cell axes, the average would be 0.83, or about 36 µC/cm$^2$. That this comes close to the rough measured size does not validate the model, since other omissions are also large.

- Changing $\Delta$ to 2.0 or 3.0 eV, with all else fixed, gives 49 or 39 µC/cm$^2$. This shows how sensitive the result is to one parameter; the effect of electron interactions has not been computed.
- At 3 MV/cm a rough static dielectric constant of 30 adds $\varepsilon_0(30-1)F=7.7$ µC/cm$^2$, mostly from the lattice. The chain's own electronic response is 0.7 µC/cm$^2$.
- Interchain hopping of 0.2 eV, with opposite signs on the two sublattices, adds 0.7 µC/cm$^2$.
- Thermal excitation across the gap at 358 K carries a factor of order $10^{-38}$.
- Across 10 nm the field changes an electron's energy by 3.0 eV, which is less than the gap, so valence states do not line up with conduction states inside the film. Leakage through defects or from the electrodes is not covered.

For this chain, eight points already bring the mesh error below all the listed corrections to the polarization except the negligible thermal one. Two conditions limit the transfer to other cases. The spacing $h$ must be small compared with the range of $k$ over which $P(k)$ changes, and that range can become short near a small gap, as it does in this chain for $t_1=t_2$ and small $\Delta$. With $t_1=t_2=1.5$ eV, $\Delta=0.1$ eV, $d=2.25$ Å and $N=8$, the actual error is $-0.029$ rad against $-0.077$ from (3); for $d=b$ symmetry still keeps the mesh phase exact. Equation (3) also treats one isolated band; the several coupled valence bands of real hafnia need determinants of overlap matrices, for which the coefficient has not been derived here. The full numerical output follows.

## Table of computed values

```
cell length 5.00 A, area per chain 6.25 A^2
site energy +-2.50 eV, hoppings 2.00, 1.00 eV
anion shift 0.25 A, anion position 2.25 A
gap 5.385 eV, smallest gap on switching path 5.000 eV
test point k 0.37 1/A: K 0.44586 A^3, -K/6 -0.07431 A^3
link defect, gauges 1 and 2: -0.07431, -0.07431 A^3
bare midpoint cubic terms: -0.04604, 1.10226 A^3
continuum Berry phase 2.613398 rad
Wannier centre 2.07968 A, open chain 2.07968 A
integral of K 0.54546 A^2, coefficient of h^2 0.09091 A^2
coefficient with both sites at origin -0.49234 A^2
observed orders: plain 2.000, extrapolated 4.000
random models, |int K|/int|K|: 0.476 to 1.000
inversion without time reversal, largest |K| (dimensionless): 8.3e-04
polarization quantum 512.70 uC/cm2
continuum polarization 43.0998 uC/cm2
N, h (1/A), P_N, error, predicted error (uC/cm2):
  4 0.31416 42.3551 -0.74465 -0.73214
  6 0.20944 42.7719 -0.32788 -0.32540
  8 0.15708 42.9159 -0.18382 -0.18304
 12 0.10472 43.0183 -0.08150 -0.08135
 16 0.07854 43.0540 -0.04581 -0.04576
 32 0.03927 43.0883 -0.01144 -0.01144
extrapolated from N=8,16: 43.09996 uC/cm2, error +0.000197
N for error below 0.01 uC/cm2: law 35, actual 35
Neglected effects:
electronic response at 3 MV/cm: 0.695 uC/cm2
static dielectric response, constant 30: 7.70 uC/cm2
interchain hopping +-0.2 eV on the two sublattices: P changes by +0.674 uC/cm2
P at site energy 2.0 and 3.0 eV: 49.35, 38.93 uC/cm2
P with random grain axes, each poled: 21.55 uC/cm2
thermal factor exp(-gap/2kT) at 358 K: 1.2e-38
potential drop over 10 nm film: 3.00 eV
```
